\section*{Fifteen plane waves at Γ and the Cardona–Pollak k·p basis}

\section*{Problem}

The Cardona--Pollak model describes the bands of diamond-type semiconductors throughout the Brillouin zone by a $\mathbf k\cdot\mathbf p$ expansion in Bloch states at $\Gamma$. Without spin it uses fifteen states: two levels each of symmetry $\Gamma_1$, $\Gamma_{2'}$ and $\Gamma_{25'}$, and one each of $\Gamma_{15}$ and $\Gamma_{12'}$. Their degeneracies are 1, 1, 3, 3 and 2.

Consider a diamond crystal with cubic edge $a$, one atom at the origin and its partner at $\boldsymbol\tau=(a/4)(1,1,1)$. Wave vectors are written in units of $2\pi/a$. A star is the set of reciprocal vectors obtained from one of them by the cubic point operations.

\begin{enumerate}
\item Count the plane waves at $\Gamma$ in the stars [000], [111] and [200], and show that no others lie as low in kinetic energy.
\item Find their symmetries and compare them with the list above.
\item For a silicon-like potential, decide whether the fifteen lowest crystal states really descend from these waves, and whether fifteen states suffice at the zone boundary.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The components of a reciprocal vector of the fcc lattice all have the same parity.
\item Half of the point operations exchange the two sublattices and must be followed by the translation $\boldsymbol\tau$. A plane wave then acquires a phase, even if its wave vector is unchanged.
\item The cubic group is the product of the tetrahedral group $T_d$ and inversion. Reduce under $T_d$ first, then find the parity.
\item Equal symmetry labels do not yet prove a connection between two sets of states. Switch the potential on gradually and watch the gap above state fifteen.
\end{enumerate}

\section*{Solution}

\subsection*{1. The count}

The primitive reciprocal vectors are $(-1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$. With integer coefficients $n_i$ and $N=n_1+n_2+n_3$, their combination has components $G_i=N-2n_i$, which all have the parity of $N$. Conversely, take any three integers of equal parity. Their sum $N$ has that same parity, so $n_i=(N-G_i)/2$ are integers. The reciprocal lattice is therefore the set of all-even and all-odd triples.

The kinetic energy is $\varepsilon|\mathbf G|^2$, with $\varepsilon=h^2/(2ma^2)$. The shortest vectors are
\begin{align*}
|\mathbf G|^2=0:&\quad (0,0,0), &&1\text{ wave},\\
|\mathbf G|^2=3:&\quad (\pm1,\pm1,\pm1), &&2^3=8\text{ waves},\\
|\mathbf G|^2=4:&\quad (\pm2,0,0)\text{ and permutations}, &&3\times2=6\text{ waves}.
\end{align*}
The next all-even star is [220], at 8, and the next all-odd star is [311], at 11. The three lowest stars thus hold $1+8+6=15$ waves.

\subsection*{2. How the symmetry operations act}

An operation $\{R|\mathbf t\}$ moves $\mathbf r$ to $R\mathbf r+\mathbf t$. It turns $\psi(\mathbf r)$ into $\psi(R^{-1}(\mathbf r-\mathbf t))$, so that
\begin{equation*}
e^{i\mathbf G\cdot\mathbf r}\;\longrightarrow\;
e^{i\mathbf G\cdot R^{-1}(\mathbf r-\mathbf t)}
=e^{-iR\mathbf G\cdot\mathbf t}\,e^{iR\mathbf G\cdot\mathbf r}.
\end{equation*}
For the 24 operations of $T_d$, which permute the axes and reverse an even number of signs, $R\boldsymbol\tau$ differs from $\boldsymbol\tau$ by a lattice vector, and $\mathbf t=0$. The other 24 are inversion times an element of $T_d$. They take $\boldsymbol\tau$ to $-\boldsymbol\tau$ up to a lattice vector, so they need $\mathbf t=\boldsymbol\tau$ and exchange the sublattices.

Products of these operations may contain a lattice translation $\mathbf T$. At $\Gamma$ this has no effect, since $e^{-i\mathbf G\cdot\mathbf T}=1$. The waves therefore carry an ordinary representation of the cubic group $O_h$. Only waves with $R\mathbf G=\mathbf G$ contribute to a trace:
\begin{equation*}
\chi(R)=\sum_{R\mathbf G=\mathbf G}e^{-i\mathbf G\cdot\mathbf t}.
\end{equation*}

Each irreducible representation of $O_h$ is one of $T_d$ with a parity under $\{i|\boldsymbol\tau\}$, which is inversion about the bond centre. The ones needed are
\begin{equation*}
\begin{aligned}
A_1^+&=\Gamma_1, & E^+&=\Gamma_{12}, & T_2^+&=\Gamma_{25'},\\
A_1^-&=\Gamma_{2'}, & E^-&=\Gamma_{12'}, & T_2^-&=\Gamma_{15}.
\end{aligned}
\end{equation*}
The $T_d$ characters, and the star characters for $R$ in $T_d$ and for $iR$, are

\begin{center}
\begin{tabular}{lrrrrr}
$R$ & $E$ & $8C_3$ & $3C_2$ & $6\sigma_d$ & $6S_4$\\
\hline
$A_1$ & 1 & 1 & 1 & 1 & 1\\
$E$ & 2 & $-1$ & 2 & 0 & 0\\
$T_2$ & 3 & 0 & $-1$ & 1 & $-1$\\
\hline
$[111]$, $R$ & 8 & 2 & 0 & 4 & 0\\
$[111]$, $iR$ & 0 & 0 & 0 & 0 & 0\\
$[200]$, $R$ & 6 & 0 & 2 & 2 & 0\\
$[200]$, $iR$ & 0 & 0 & $-4$ & 0 & $-2$
\end{tabular}
\end{center}

In the [111] star, a threefold rotation fixes the two vectors on its axis, and a diagonal mirror such as $x\leftrightarrow y$ fixes the four with $G_x=G_y$. No sublattice-exchanging operation fixes any of the eight.

In the [200] star, a twofold rotation fixes the two vectors on its axis, and a diagonal mirror fixes the two on the axis it leaves alone. Among the exchanging operations, $iC_2$ is a mirror such as $x\to-x$ and fixes four vectors, while $iS_4$ is a fourfold rotation and fixes two. Each contributes the phase
\begin{equation*}
e^{-i\mathbf G\cdot\boldsymbol\tau}
=\exp\!\left[\mp i\,\frac{2\pi}{a}\,2\,\frac a4\right]=e^{\mp i\pi}=-1,
\end{equation*}
which gives the negative entries.

\subsection*{3. The reduction}

Let $n_+$ and $n_-$ count the even and odd copies of a $T_d$ representation with character $\chi_\alpha$. Orthogonality of characters gives
\begin{align*}
n_++n_-&=\tfrac1{24}\sum_{R\in T_d}\chi_\alpha(R)\chi(R),\\
n_+-n_-&=\tfrac1{24}\sum_{R\in T_d}\chi_\alpha(R)\chi(iR).
\end{align*}

The [000] wave is constant and invariant, hence $\Gamma_1$. For [111] the sums $n_++n_-$ are
\begin{align*}
A_1:&\ (8+8\cdot2+6\cdot4)/24=2,\\
E:&\ (2\cdot8-8\cdot2)/24=0,\\
T_2:&\ (3\cdot8+6\cdot4)/24=2.
\end{align*}
All differences vanish, so each pair consists of one even and one odd copy:
\begin{equation*}
[111]=\Gamma_1+\Gamma_{2'}+\Gamma_{25'}+\Gamma_{15}.
\end{equation*}

For [200] the sums are
\begin{align*}
A_1:&\ (6+3\cdot2+6\cdot2)/24=1,\\
E:&\ (2\cdot6+3\cdot2\cdot2)/24=1,\\
T_2:&\ (3\cdot6-3\cdot2+6\cdot2)/24=1,
\end{align*}
and the differences are
\begin{align*}
A_1:&\ [3(-4)+6(-2)]/24=-1,\\
E:&\ [3\cdot2(-4)]/24=-1,\\
T_2:&\ [3(-1)(-4)+6(-1)(-2)]/24=+1.
\end{align*}
The first two are odd and the third is even, so $[200]=\Gamma_{2'}+\Gamma_{12'}+\Gamma_{25'}$. Altogether,
\begin{equation*}
\boxed{[000]+[111]+[200]=2\Gamma_1+2\Gamma_{2'}+2\Gamma_{25'}+\Gamma_{15}+\Gamma_{12'}}
\end{equation*}
with dimension $2+2+6+3+2=15$. This is the required list. Spin doubles the number of states to 30.

\subsection*{4. Levels in the fifteen-wave space}

The crystal potential mixes waves of equal symmetry. Take a local potential
\begin{equation*}
V(\mathbf G)=V_n s(\mathbf G),\qquad
s(\mathbf G)=\tfrac12\left(1+e^{-i\mathbf G\cdot\boldsymbol\tau}\right),\qquad n=|\mathbf G|^2,
\end{equation*}
with only $V_3,V_8,V_{11}$ nonzero. The Hamiltonian has diagonal $\varepsilon|\mathbf G|^2$ and off-diagonal elements $V(\mathbf G-\mathbf G')$. If $\sigma$ is the sum of the components of $\mathbf G$, then $\mathbf G\cdot\boldsymbol\tau=\pi\sigma/2$. With $w=e^{i\pi/4}$, the factor $s$ equals $1$, $w^*/\sqrt2$, $0$, $w/\sqrt2$ for $\sigma\equiv0,1,2,3$ modulo 4.

Split [111] into the tetrahedron $A$, with $\sigma\equiv3$, and its opposite $B$, with $\sigma\equiv1$. Two members of the same tetrahedron differ by a [220] vector and couple through $V_8$. Members of different tetrahedra differ by a [200] or [222] vector, for which $s=0$. On each tetrahedron, equal amplitudes have energy $3\varepsilon+3V_8$; amplitudes summing to zero have $3\varepsilon-V_8$.

Within [200], non-opposite vectors couple through $V_8$ and opposite ones do not couple, because $V_{16}=0$. Equal amplitudes give $4\varepsilon+4V_8$. Amplitudes odd under $\mathbf G\to-\mathbf G$ give $4\varepsilon$. Even amplitudes with zero sum give $4\varepsilon-2V_8$, since the four non-opposite amplitudes add up to $-2$ times the chosen one.

Three couplings remain.

\emph{$\Gamma_1$.} The [111] state with amplitudes $w/\sqrt8$ on $A$ and $w^*/\sqrt8$ on $B$ couples to [000] by
\begin{equation*}
\frac{V_3}{\sqrt8}\left[4\frac{w^*}{\sqrt2}w+4\frac{w}{\sqrt2}w^*\right]=2V_3 .
\end{equation*}

\emph{$\Gamma_{2'}$.} The orthogonal state, $w/\sqrt8$ on $A$ and $-w^*/\sqrt8$ on $B$, does not couple to [000]. For a given [200] vector, two members of each tetrahedron lie on its side and differ from it by a [111] vector; the other two differ by a [311] vector. Each of the six [200] waves therefore receives
\begin{equation*}
\frac{2(V_3+V_{11})}{\sqrt8\sqrt2}\left(w^2-w^{*2}\right)=i(V_3+V_{11}).
\end{equation*}
Projection on the normalized sum of six waves multiplies this by $6/\sqrt6$, giving modulus $\sqrt6\,|V_3+V_{11}|$.

\emph{$\Gamma_{25'}$.} Take $(|200\rangle-|\bar200\rangle)/\sqrt2$ and the [111] state with amplitudes $\operatorname{sgn}(G_x)w^*/\sqrt8$ on $A$ and $\operatorname{sgn}(G_x)w/\sqrt8$ on $B$. The two sides now enter with opposite signs. The wave $|200\rangle$ receives $2(V_3-V_{11})(w^*w+ww^*)/(\sqrt8\sqrt2)=V_3-V_{11}$, and $|\bar200\rangle$ receives the negative. The coupling is $\sqrt2(V_3-V_{11})$. Reversing the sign on $B$ gives zero coupling; that state belongs to $\Gamma_{15}$.

Each paired symmetry has diagonal energies $P,Q$ and coupling modulus $C$:
\begin{equation*}
E_\pm=\frac{P+Q}{2}\pm\sqrt{\left(\frac{P-Q}{2}\right)^2+C^2},
\end{equation*}
\begin{align*}
\Gamma_1:&\quad P=0,\quad Q=3\varepsilon+3V_8,\quad C=2|V_3|,\\
\Gamma_{2'}:&\quad P=3\varepsilon+3V_8,\quad Q=4\varepsilon+4V_8,\quad C=\sqrt6|V_3+V_{11}|,\\
\Gamma_{25'}:&\quad P=3\varepsilon-V_8,\quad Q=4\varepsilon,\quad C=\sqrt2|V_3-V_{11}|.
\end{align*}
The unpaired levels are $E(\Gamma_{15})=3\varepsilon-V_8$ and $E(\Gamma_{12'})=4\varepsilon-2V_8$. At zero potential all eight levels return to $0$, $3\varepsilon$ or $4\varepsilon$.

\subsection*{5. A silicon-like example}

Use $a=0.543$ nm and the rough typical form factors $V_3=-2.9$, $V_8=0.5$, $V_{11}=1.1$ eV. Then $\varepsilon=5.101$ eV. For $\Gamma_{25'}$ the diagonal energies are $14.804$ and $20.405$ eV, and $C=\sqrt2\times4.0=5.657$ eV. Hence
\begin{equation*}
E_\pm=17.605\pm\sqrt{2.801^2+5.657^2}=17.605\pm6.312\ \text{eV},
\end{equation*}
or $11.29$ and $23.92$ eV. The eight valence electrons per primitive cell fill four spinless states at $\Gamma$: the lower $\Gamma_1$ and the lower $\Gamma_{25'}$. The latter is the valence top.

The table gives energies in eV from the valence top of each calculation. The second calculation diagonalizes the same potential in all 229 waves with $|\mathbf G|^2\le35$. The weight is the fraction of the larger-basis state lying in the three stars, averaged over degenerate partners.

\begin{center}
\begin{tabular}{lrrr}
Level & 15 waves & 229 waves & Weight\\
\hline
$\Gamma_1$ & $-13.10$ & $-12.61$ & 0.992\\
$\Gamma_{25'}$ & 0.00 & 0.00 & 0.972\\
$\Gamma_{15}$ & 3.51 & 3.51 & 0.973\\
$\Gamma_{2'}$ & 3.09 & 3.76 & 0.997\\
$\Gamma_1$ & 7.32 & 7.53 & 0.983\\
$\Gamma_{12'}$ & 8.11 & 8.09 & 0.977\\
$\Gamma_{25'}$ & 12.62 & 12.52 & 0.968\\
$\Gamma_{2'}$ & 13.54 & 14.19 & 0.995
\end{tabular}
\end{center}

The fifteen lowest states have the required symmetries, but fifteen bare waves put the lower $\Gamma_{2'}$ below $\Gamma_{15}$, and the larger basis reverses this order. The 229-wave energies do not change in the digits shown when the basis grows further, but the order depends on the rough form factors: with $V_8=0.4$ eV the lower $\Gamma_{2'}$ falls to about 3.40 eV, below $\Gamma_{15}$ again. The higher stars lower the valence top by 0.89 eV on the absolute scale and the lower $\Gamma_{2'}$ by 0.23 eV. The basis functions of the Cardona--Pollak model are by definition the crystal states at $\Gamma$; these shifts show that bare waves are only an approximation to them.

\subsection*{6. Continuity from free electrons}

Multiply the potential by $\lambda$ and raise $\lambda$ from 0 to 1. At $\lambda=0$ the lowest fifteen states are the three stars, separated from [220] by $8\varepsilon-4\varepsilon=20.4$ eV. While this gap stays open, the projector on the fifteen states varies continuously. So do its characters and the multiplicities computed from them; being integers, the multiplicities cannot change.

Diagonalization in 229 waves at 21 equally spaced values of $\lambda$ gives a smallest gap of 13.4 eV, at $\lambda=1$. The gap cannot close between these values. The norm of the potential is at most the sum of its Fourier moduli,
\begin{equation*}
\frac{8(2.9)}{\sqrt2}+12(0.5)+\frac{24(1.1)}{\sqrt2}\approx41\ \text{eV}.
\end{equation*}
The nearest sampled $\lambda$ is at most 0.025 away, so each level moves by at most about 1.0 eV and the gap by at most about 2.1 eV. The connection thus holds for this potential in this basis. A potential strong enough to close the gap would need a new examination.

\subsection*{7. Leaving the zone centre}

At wave vector $\mathbf k$ the kinetic energy is
\begin{equation*}
\varepsilon|\mathbf G+\mathbf k|^2
=\varepsilon|\mathbf G|^2+2\varepsilon\,\mathbf k\cdot\mathbf G+\varepsilon k^2 .
\end{equation*}
The first term belongs to the Hamiltonian at $\Gamma$, the second is the $\mathbf k\cdot\mathbf p$ coupling and the third shifts all levels equally. Keeping only the lowest $M$ states at $\Gamma$ restricts the variational space, so every ordered level lies at or above its value in the full 229-wave space.

For the five lowest bands, the largest error relative to that full space is 8.1 eV at $X$ and 5.8 eV at $L$ with $M=8$. With $M=15$ it falls to 0.21 and 0.17 eV. The fifth band, the lowest conduction band, lies 1.17 eV above the valence top at $X$ with fifteen states, against 1.02 eV in the full space; at $L$ the values are 1.97 and 1.86 eV. Fifteen states thus give a usable description of these five bands at $X$ and $L$, but not a complete basis. At $X$ symmetry makes the bands degenerate in pairs, yet the truncation splits the lowest valence pair and the lowest conduction pair by about 0.05 and 0.04 eV. Elsewhere on the zone boundary the errors are larger: at $W=(1,\tfrac12,0)$ and $K=(\tfrac34,\tfrac34,0)$ the largest error in the five bands is nearly 0.5 eV. The Cardona--Pollak model treats its energies and momentum matrix elements as adjustable parameters; none was adjusted here.

\subsection*{8. Comparison with real silicon}

The edge chosen for the model is close to the lattice constant of silicon, and the model's $\Gamma_{25'}$--$\Gamma_{15}$ gap of 3.5 eV is close to the real direct gap of roughly 3.4 eV. This agreement should not be overread: changing $V_3$, $V_8$ or $V_{11}$ by 0.1 eV moves the gap by up to 0.11, 0.04 or 0.18 eV, and the $\Gamma_{25'}$--$\Gamma_{2'}$ gap of 3.76 eV lies well below the real value of roughly 4.2 eV. Real silicon also has spin--orbit coupling. A rough splitting $\Delta=0.04$ eV raises the valence top by $\Delta/3=0.013$ eV. That is small beside the gap, but the splitting itself exceeds the room-temperature thermal energy of about 0.026 eV and matters for hole transport. Thermal expansion over 300 K, taken at the rough room-temperature coefficient $2.6\times10^{-6}$ K$^{-1}$ (the coefficient is much smaller at low temperature), raises the gap by 0.002 eV if the form factors are held fixed. If they instead scale with the inverse cell volume, the gap falls by about 0.009 eV. The model thus shows that the shift is small, but does not settle its sign. Electron--phonon shifts and the nonlocal part of the ionic potential are left out.

\section*{Variation 1: zinc blende}

\emph{What happens when the two atoms differ, as in GaAs?} The sublattices can no longer be exchanged, and only $T_d$ remains. Dropping the parity labels merges $\Gamma_1$ with $\Gamma_{2'}$, $\Gamma_{25'}$ with $\Gamma_{15}$, and leaves the doublet. In zinc-blende notation the fifteen waves give
\begin{equation*}
(2+2)\Gamma_1+(2+1)\Gamma_{15}+\Gamma_{12}=4\Gamma_1+3\Gamma_{15}+\Gamma_{12},
\end{equation*}
of dimension $4+9+2=15$. The count survives, but the antisymmetric part of the potential may now mix the former $\Gamma_{25'}$ and $\Gamma_{15}$ states.

\section*{Variation 2: one atom per primitive cell}

\emph{Would a monatomic fcc crystal give the same list?} Its reciprocal lattice is the same, so there are again fifteen waves. All 48 operations now have $\mathbf t=0$. The [111] characters are unchanged, since no phase entered them. In the [200] row for $iR$, the entries $-4$ and $-2$ become $+4$ and $+2$, which reverses all three parities:
\begin{equation*}
[200]=\Gamma_1+\Gamma_{12}+\Gamma_{15}.
\end{equation*}
The total becomes $3\Gamma_1+\Gamma_{2'}+\Gamma_{25'}+2\Gamma_{15}+\Gamma_{12}$, of dimension $3+1+3+6+2=15$. The number is the same, but the states are not those of the Cardona--Pollak model. The phase produced by the second atom decides the difference.
